# Leakage instability of a capacitance-matched ferroelectric–dielectric stack with a floating metal, part 1

(Sections cited here and not found follow in the second part.)

## 1. The growing mode

A calculation of a ferroelectric–dielectric stack with a metal layer between the two films has to begin with a decision about the charge on that metal. It can be entered as a fixed number, for example zero, or as an unknown that leakage changes. With fixed charge, a ferroelectric of negative capacitance can rest at zero polarization and amplify the voltage on the dielectric. With leakage included, the same state runs away. The choice depends on how the duration of the calculated process compares with

$$\tau=R\,(|C_F|-C_D),$$

where $R$ is the leakage resistance of the ferroelectric, $-|C_F|$ its differential capacitance at zero polarization, and $C_D$ the capacitance of the dielectric. For processes much shorter than $\tau$ the charge may be held fixed, provided the voltages are low enough that the leakage stays nearly ohmic and the dielectric still insulates. For a dc operating point it may not. This section proves the formula for a film that stays uniform; Section 2 shows what happens when the film does not.

### Circuit, signs and material law

All quantities refer to unit area: charges in C/m², capacitances in F/m², resistances in Ω m². The top electrode is at the constant potential $V$ and the bottom electrode is grounded. The ferroelectric lies between the top electrode and the floating metal, the dielectric between the floating metal and ground. Let $V_F$ be the potential of the top electrode minus that of the floating metal, and $V_D$ the potential of the floating metal. Then

$$V_F+V_D=V. \tag{1}$$

The polarization $p$ is positive when it points from the top electrode to the floating metal. The free charge on the top face of the ferroelectric is $p+C_bV_F$, where $C_b$ is the background capacitance, due to the part of the dielectric response that is not in $p$. The opposite charge, $-(p+C_bV_F)$, sits on the upper face of the floating metal. Its lower face carries $C_DV_D$. The net charge of the floating metal is therefore

$$q=C_DV_D-C_bV_F-p. \tag{2}$$

A leakage current $V_F/R$ flows through the ferroelectric from the top electrode into the floating metal. If the dielectric does not leak, this is the whole change of $q$:

$$\frac{dq}{dt}=\frac{V_F}{R}. \tag{3}$$

For the polarization I take the Landau law with viscous damping,

$$V_F=f(p)+\rho\,\frac{dp}{dt},\qquad f(p)=-ap+\frac{a}{P_r^2}\,p^3, \tag{4}$$

with $a>0$, $\rho>0$ and remanent polarization $P_r$, at which $f$ vanishes.

The slope of the static law at $p=0$ is $f'(0)=-a$. A small static change of voltage thus changes the polarization by $dp=-dV_F/a$ and the total charge by $(C_b-1/a)\,dV_F$. The differential capacitance is negative if $aC_b<1$, which is assumed, and its magnitude is

$$|C_F|=\frac1a-C_b. \tag{5}$$

Two abbreviations shorten the algebra:

$$C_s=C_D+C_b,\qquad \kappa=aC_s. \tag{6}$$

From (5), $|C_F|-C_D=1/a-C_b-C_D=1/a-C_s$, so that

$$|C_F|-C_D=\frac{1-\kappa}{a}. \tag{7}$$

The conditions $C_D<|C_F|$ and $\kappa<1$ are the same.

Inserting $V_D=V-V_F$ in (2) gives $q=C_DV-C_sV_F-p$. It is convenient to count the charge from the value $C_DV$ that the dielectric holds when it carries the full voltage:

$$u=q-C_DV,\qquad V_F=-\frac{p+u}{C_s},\qquad \frac{du}{dt}=\frac{V_F}{R}. \tag{8}$$

The last equation holds because $V$ is constant. The applied voltage has now disappeared from the equations. At rest, (8) requires $V_F=0$ and (4) then requires $f(p)=0$. The zero-polarization rest state is $p=0$, $u=0$, which means $q=C_DV$.

### Lemma 1: frozen charge

**Lemma 1.** Let $R$ be infinite and the ferroelectric uniform. A small displacement of $p$ from zero at $u=0$ decays if $C_D<|C_F|$ and grows if $C_D>|C_F|$. A small constant $u$ moves the rest value of $p$ to

$$p_*=-\frac{u}{1-\kappa}. \tag{9}$$

*Proof.* For small $p$, (4) reads $\rho\,dp/dt=V_F+ap$. With $V_F$ from (8),

$$\rho\,\frac{dp}{dt}=-\left(\frac1{C_s}-a\right)p-\frac{u}{C_s}. \tag{10}$$

At $u=0$ the displacement decays if $1/C_s>a$, that is, if $\kappa<1$, and grows if $\kappa>1$. For constant $u$ the right side vanishes when $(1/C_s-a)p_*=-u/C_s$. Multiplication by $C_s$ gives $(1-\kappa)p_*=-u$. ∎

This is the sense in which the capacitances are matched: the dielectric capacitance must be below the magnitude of the negative one. Equality is the edge of stability.

The lemma also contains the weakness of the state. There is a restoring force on $p$ at given $u$, but none on $u$ itself. Each small $u$ has its own rest value of $p$, and without leakage the system stays wherever the charge puts it. This neutral direction is what leakage turns into a growing one.

### The theorem

**Theorem.** Assume that

- the ferroelectric is uniform and obeys (4) with $\rho>0$;
- the applied voltage is constant;
- the dielectric is linear and does not leak;
- the leakage of the ferroelectric is ohmic near $V_F=0$, with finite $R$.

Let $C_D<|C_F|$. Then the linearized motion about $p=0$, $q=C_DV$ has one growing and one decaying mode. The time constant of the growing mode is

$$\tau_\rho=\frac{R}{2a}\left[m+\sqrt{m^2+\frac{4\kappa\rho}{R}}\,\right],\qquad m=1-\kappa+\frac{\rho}{R}, \tag{11}$$

and for $\rho/R\to0$ at fixed $\kappa<1$ it tends to

$$\tau=R\,(|C_F|-C_D). \tag{12}$$

### The limit of fast damping

The limit (12) can be seen in three lines before the general proof. If the polarization follows the voltage without delay, (4) gives $V_F=-ap$ for small $p$, or $p=-V_F/a$. Equation (8) then gives

$$u=-C_sV_F-p=\left(\frac1a-C_s\right)V_F=(|C_F|-C_D)\,V_F. \tag{13}$$

Differentiation and $du/dt=V_F/R$ lead to

$$(|C_F|-C_D)\,\frac{dV_F}{dt}=\frac{V_F}{R}, \tag{14}$$

whose solution is $V_F\propto e^{t/\tau}$.

The sign is worth tracing. Had the ferroelectric been an ordinary capacitor $C>0$, (13) would read $u=-(C+C_D)V_F$, and the voltage would decay with time constant $R(C+C_D)$. Replacing $C$ by $-|C_F|$ reverses the sign when $|C_F|>C_D$, which is the very condition that made the state stable at frozen charge.

The same can be followed as a chain of causes. A small positive $p$ produces a negative $V_F$. Current then flows out of the floating metal into the top electrode, and $u$ falls. By (9), a more negative $u$ means a larger positive $p$. The negative voltage grows with it, and so does the current.

One may also look at the end of the process. In a steady state no current can pass the ideal dielectric, so none passes the ferroelectric, and its voltage must be zero whatever the dielectric is. Leakage thus places the ferroelectric, in the long run, at fixed voltage, and at fixed voltage $\rho\,dp/dt=ap$ has no stable rest at $p=0$. The dielectric had stabilized the state by letting $V_F$ respond to $p$; leakage removes this response.

### Proof of the theorem

Let $p=\hat p\,e^{st}$ and $V_F=\hat v\,e^{st}$. The linear form of (4) gives

$$\hat v=(\rho s-a)\,\hat p. \tag{15}$$

From (8), $u=-C_sV_F-p$. Its derivative equals $V_F/R$, so $-C_ss\hat v-s\hat p=\hat v/R$, or

$$\left(C_ss+\frac1R\right)\hat v+s\hat p=0.$$

Insert (15). If $\hat p$ were zero, $\hat v$ and $u$ would vanish too, so $\hat p$ can be divided out:

$$\left(C_ss+\frac1R\right)(\rho s-a)+s=0.$$

Multiplying out gives $\rho C_ss^2-aC_ss+\rho s/R-a/R+s=0$, and collecting powers of $s$,

$$\rho C_s\,s^2+m\,s-\frac aR=0. \tag{16}$$

The product of the two roots is $-a/(R\rho C_s)$, which is negative. The discriminant $m^2+4\rho C_sa/R$ is positive, so both roots are real. One is therefore positive and the other negative.

With $D=\sqrt{m^2+4\kappa\rho/R}$, where $C_sa=\kappa$ has been used, the positive root is $s_+=(D-m)/(2\rho C_s)$. Its inverse follows on multiplying numerator and denominator by $D+m$:

$$\frac1{s_+}=\frac{2\rho C_s(D+m)}{D^2-m^2}=\frac{2\rho C_s(D+m)}{4\rho C_sa/R}=\frac{R}{2a}(m+D).$$

This is (11). For $\rho/R\to0$ both $m$ and $D$ tend to $1-\kappa$, since $1-\kappa$ is positive. Then $\tau_\rho\to R(1-\kappa)/a$, which is (12) by (7). ∎

### Remarks on limits

**Slower damping.** To first order in $\rho/R$, $D\simeq m+2\kappa\rho/(Rm)$, and $m$ in the last term may be replaced by $1-\kappa$. Hence

$$m+D\simeq2(1-\kappa)+\frac{2\rho}{R}\left[1+\frac{\kappa}{1-\kappa}\right]=2(1-\kappa)+\frac{2\rho}{R(1-\kappa)},$$

and

$$\tau_\rho\simeq\tau+\frac{\rho}{a(1-\kappa)}. \tag{17}$$

The correction relative to $\tau$ is $\rho/[R(1-\kappa)^2]$. Formula (12) is good when this is small.

**Equal capacitances.** Formula (12) gives zero at $C_D=|C_F|$, but there its condition fails. With $\kappa=1$, $m=\rho/R$, and for $\rho\ll R$ the square root in (11) is close to $2\sqrt{\rho/R}$ and dominates. The growth time is then

$$\tau_\rho\simeq\frac{\sqrt{\rho R}}{a}. \tag{18}$$

**Too large a dielectric capacitance.** For $\kappa>1$, (16) still has one positive root. For $\rho/R\to0$ at fixed $\kappa$ it comes from the first two terms, $s_+\simeq(\kappa-1)/(\rho C_s)$, and does not contain $R$. This is the instability of Lemma 1, which needs no leakage.

**Strong leakage.** For $R\to0$, multiplying the equation before (16) by $R$ leaves $\rho s-a=0$. The growth time becomes $\rho/a$, the time of a ferroelectric short-circuited by its own leakage.

**Leaky dielectric.** Let the dielectric have leakage resistance $R_D$, and let $V=0$. Then $V_D=-V_F$, and the current leaving the floating metal through the dielectric is $-V_F/R_D$. Equation (3) becomes $dq/dt=V_F(1/R+1/R_D)$. The theorem holds with $R$ replaced by the parallel resistance, so leakage of the dielectric speeds the growth. For $V\ne0$ it also shifts the rest state, and the replacement is not then sufficient.

**Non-ohmic leakage.** If the leakage current is a smooth function $j(V_F)$ with $j(0)=0$ and $j'(0)>0$, linearization gives $1/R=j'(0)$. The resistance in $\tau$ is the one at zero voltage, not the ratio of voltage to current at a working voltage.

### Voltage gain and its duration

Suppose the floating metal is neutral, $q=0$, and a small voltage $V$ is switched on. Then $u=-C_DV$, which is not the rest value. After the fast relaxation of $p$ at frozen charge, (13) gives $V_F=-C_DV/(|C_F|-C_D)$. From then on $V_F$ grows by (14), and the dielectric voltage $V_D=V-V_F$ is

$$V_D(t)=V\left[1+\frac{C_D}{|C_F|-C_D}\,e^{t/\tau}\right] \tag{19}$$

as long as the motion is linear and $\rho\ll R(1-\kappa)^2$. The initial gain is $A=|C_F|/(|C_F|-C_D)$. Multiplication by (12) gives

$$A\,\tau=R\,|C_F|. \tag{20}$$

For a given ferroelectric film with given leakage, closer matching raises the initial gain and shortens the growth time $\tau$ in the same proportion. The time for which the gain stays near its initial value shrinks faster still: by (19), the gain has risen by a small fraction $\varepsilon$ after about $\varepsilon\tau A/(A-1)=\varepsilon R\,|C_F|/(A-1)$. The neutral floating metal, which looks like a harmless starting condition, is itself the seed of the instability when a small voltage $V\neq0$ is applied.

## 2. Energy, large amplitude and a hafnium-zirconium oxide example

The symbols, per unit area, are these: $p$ is the polarization, $q$ the charge of the floating metal, $V_F$ the ferroelectric voltage, $R$ the leakage resistance and $\rho$ the polarization damping. The static law is $f(p)=-ap+ap^3/P_r^2$. The capacitances are $C_D$ (dielectric), $C_b$ (background), $C_s=C_D+C_b$ and $|C_F|=1/a-C_b$, with $\kappa=aC_s$. At constant applied voltage $V$ and with $u=q-C_DV$,

$$V_F=-\frac{p+u}{C_s},\qquad \frac{du}{dt}=\frac{V_F}{R},\qquad \rho\frac{dp}{dt}=V_F-f(p). \tag{21}$$

Section 1 showed for a uniform film that $p=0$ is stable at frozen charge if $\kappa<1$, and that leakage makes it grow with $\tau=R(|C_F|-C_D)=R(1-\kappa)/a$ when $\rho\ll R(1-\kappa)^2$.

### Lemma 2: a minimum that is a saddle

For a uniform film with $C_D<|C_F|$, zero polarization is stable at frozen charge, but leakage through the ferroelectric makes it unstable, with growth time close to $\tau=R(|C_F|-C_D)$ when damping is fast. What remains is the energy picture, the motion at large amplitude, films that do not stay uniform, and a numerical example.
